# Removing Auger-Like Doubles from Coupled Cluster on a Core-Hole Reference, part 1

(Sections cited here and not found follow in the second part.)

A core binding energy can be computed as the difference of two coupled-cluster energies, one for the neutral system and one built on a determinant with an empty core orbital. When the second calculation does not converge, four remedies are compared here: damp the update, shift the denominators, use a solver that employs the Jacobian, or set to zero the doubles that refill the core hole from the valence shell. The choice depends on which amplitudes cause the failure, whether the wanted solution still exists, and how much energy is lost with the removed amplitudes. Three results decide it. What fails is the simple iteration, and it fails when the basis places a virtual orbital inside an energy window whose width is set by Coulomb integrals. Damping repairs one half of that window. The energy lost on removal is, to first order, a sum over decayed pseudostates; averaged over the basis it becomes the Auger self-energy of the core-hole state, provided those pseudostates represent the continuum.

## Equations and update

In Gaussian units, for an atom of charge $Z$,

$$H=\sum_n\Big[-\frac{\hbar^2}{2m}\nabla_n^2-\frac{Ze^2}{r_n}\Big]+\sum_{n<n'}\frac{e^2}{r_{nn'}},$$

and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, with $\langle pq|rs\rangle=\iint\phi_p^*(1)\phi_q^*(2)\,(e^2/r_{12})\,\phi_r(1)\phi_s(2)$ over spin orbitals. Energies are given in hartree, $me^4/\hbar^2$. The reference $\Phi_0$ is a spin-unrestricted self-consistent determinant of energy $E_0$ in which the core spin orbital $h$ is empty, and the orbitals are real and diagonalize its Fock operator, with eigenvalues $\varepsilon_p$. The operator $\tau_\mu$ turns $\Phi_0$ into the singly or doubly excited determinant $|\mu\rangle$, and $T=\sum_\mu t_\mu\tau_\mu$. With $\bar H=e^{-T}He^{T}$, CCSD solves

$$r_\mu(t)=\langle\mu|\bar H|\Phi_0\rangle=0,\qquad E=\langle\Phi_0|\bar H|\Phi_0\rangle .$$

The Fock operator $F=\sum_p\varepsilon_pa_p^\dagger a_p$ obeys $[F,\tau_\mu]=\Delta_\mu\tau_\mu$, where $\Delta_\mu$ is the sum of the $\varepsilon$ filled by $\tau_\mu$ minus the sum of those emptied, because each creator raises the eigenvalue of $F$ by its $\varepsilon$ and each annihilator lowers it. The residual therefore splits as $r_\mu=\Delta_\mu t_\mu+b_\mu(t)$, and the Jacobi update solves for the first term with the second held at its old value:

$$t_\mu\leftarrow-\frac{b_\mu(t)}{\Delta_\mu}=t_\mu-\frac{r_\mu(t)}{\Delta_\mu}.$$

Near a root $t^*$, put $t=t^*+\epsilon$. To first order $r=J\epsilon$, so

$$\epsilon\leftarrow G\epsilon,\qquad G=1-\Delta^{-1}J,$$

with $\Delta$ the diagonal matrix of denominators. If all eigenvalues $\lambda$ of $G$ lie inside the unit circle (spectral radius $\rho<1$), small errors die out. If one lies outside, an error with a component along its eigenvector grows by $\lambda$ per step. Excitation operators commute with one another, so $\partial\bar H/\partial t_\nu=-\tau_\nu\bar H+\bar H\tau_\nu$, and

$$J_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-\langle\mu|\tau_\nu\bar H|\Phi_0\rangle,\qquad \eta_\nu\equiv\frac{\partial E}{\partial t_\nu}=\langle\Phi_0|\bar H|\nu\rangle,$$

the second because $\langle\Phi_0|\tau_\nu=0$. The bra $\langle\mu|\tau_\nu$ is $\langle\Phi_0|$ for $\nu=\mu$, a single up to sign when $\mu$ is a double containing the single $\nu$, and zero otherwise. Where the singles residual vanishes, $J_{\mu\nu}=\bar H_{\mu\nu}-E\delta_{\mu\nu}$. The eigenvalues of $J$ are then CCSD-level approximations to excitation energies measured from the core-hole state, and they are expected to be negative for states lying well below it.

## Denominator and excitation energy of an Auger-like double

Let $R$ be the set of doubles $ij\to ha$ with $i,j$ valence and $a$ any other virtual orbital, and $K$ the set of all remaining singles and doubles. For $\mu$ in $R$,

$$\Delta_\mu=\varepsilon_a+\varepsilon_h-\varepsilon_i-\varepsilon_j ,$$

which vanishes at $\varepsilon_a=\varepsilon_i+\varepsilon_j-\varepsilon_h$. Since $\varepsilon_h$ is far more negative than $\varepsilon_i+\varepsilon_j$, this is a positive energy, the orbital estimate of the Auger electron's energy, and a finite basis offers discrete virtual levels on both sides of it. For an aufbau reference with a gap every filled level lies above every emptied one and $\Delta_\mu>0$.

The energy of the determinant $\mu$ differs from $E_0+\Delta_\mu$. A determinant with occupation numbers $n_p$ has energy $\sum_pn_ph_{pp}+\tfrac12\sum_{pq}n_pn_qU_{pq}$, where $h_{pp}$ is the one-electron integral and $U_{pq}=\langle pq\|pq\rangle$, with $U_{pp}=0$. Put $n_p=n_p^0+c_p$. The terms linear in $c_p$ collect into $c_p(h_{pp}+\sum_qn^0_qU_{pq})=c_p\varepsilon_p$, so

$$H_{\mu\mu}-E_0=\sum_pc_p\varepsilon_p+\tfrac12\sum_{pq}c_pc_qU_{pq}.$$

With $c_a=c_h=+1$ and $c_i=c_j=-1$, the first sum is $\Delta_\mu$, and in the second each unordered pair appears twice, cancelling the $\tfrac12$:

$$H_{\mu\mu}-E_0=\Delta_\mu+\delta_0,\qquad \delta_0=U_{ah}+U_{ij}-U_{ai}-U_{aj}-U_{hi}-U_{hj}.$$

At a root the diagonal Jacobian element defines the dressed shift $\delta=J_{\mu\mu}-\Delta_\mu$. The bare shift $\delta_0$ is built from Coulomb and exchange integrals and does not contain the coupling $V=\langle\Phi_0|H|\mu\rangle$ that drives the decay; the dressed shift differs from it through the amplitudes. In the example below both are negative and 25 to 28 times larger than $|V|$. Two separate energies therefore matter: $\Delta_\mu=0$, a property of the update rule, and $A=\Delta_\mu+\delta=0$, where the decayed configuration is degenerate with the core-hole state.

## One amplitude

Keep $\Phi_0$ and one double, with Hamiltonian matrix elements $0$, $V$ and $A=\Delta+\delta$ relative to $E_0$; in this section $\delta$ stands for the bare shift $\delta_0$. Then $e^T\Phi_0=\Phi_0+t|\mu\rangle$, projection on $\Phi_0$ gives $E=Vt$, and projection on $\mu$ gives $V+At=Et$, so

$$r=V+At-Vt^2 .$$

The roots are $t=(A\pm\Omega)/2V$ with $\Omega=\sqrt{A^2+4V^2}$. The root of smaller magnitude, which is mainly $\Phi_0$, is $t_c=(A-\sigma\Omega)/2V$ with $\sigma$ the sign of $A$, and the other root $t_d=(A+\sigma\Omega)/2V$ is the decayed state. The Jacobian $dr/dt=A-2Vt$ equals $\sigma\Omega$ at $t_c$ and $-\sigma\Omega$ at $t_d$, hence

$$\lambda_c=1-\frac{\sigma\Omega}{\Delta},\qquad\lambda_d=1+\frac{\sigma\Omega}{\Delta}=2-\lambda_c .$$

For $|V|\ll|A|$, $\sigma\Omega\to A$ and $\lambda_c\to1-(\Delta+\delta)/\Delta=-\delta/\Delta$. The core-hole root repels the iteration for $|\Delta|<|\delta|$: "near zero" means small against $\delta$. The root depends on $A$ and $V$ alone and is regular at $\Delta=0$, where $t_c\approx-V/\delta$ is small. The resonance $A=0$ sits at $\Delta=-\delta$, one edge of the window; there $\Omega=2|V|$ and $\sigma$ changes sign, so $\lambda_c$ jumps across $+1$, between $1+2|V|/|\Delta|$ and $1-2|V|/|\Delta|$.

For $\delta<0$ the window has two halves. For $\delta<\Delta<0$, $A$ and $\Delta$ have the same sign, $\lambda_c<-1$, and the iterates overshoot with alternating sign. For $0<\Delta<-\delta$ the decayed configuration lies below the core-hole state while the denominator places it above, $\lambda_c>1$, and each step goes the wrong way. In this half $|\lambda_d|<1$ when $1<\lambda_c<3$, so the iteration can converge to the decayed state. With round parameters $V=0.02$, $\delta=-0.6$, $\Delta=0.3$ hartree, $\lambda_c\approx2$ and $\lambda_d\approx0$; the core root has $E\approx-V^2/A=0.0004/0.3=0.00133$ hartree, and the iteration settles at $-0.30133$ hartree, the other eigenvalue.

## Many amplitudes

Write $J=\Delta+W$, so that $W_{\mu\mu}=\delta$ and $G=-\Delta^{-1}W$. The eigenvalue equation is $-Wu=\lambda\Delta u$. Single out the Auger-like double $\mu$ with the smallest denominator, set $u_\mu=1$, and call the other amplitudes $Q$. The $Q$ rows read $-W_{Q\mu}-W_{QQ}u_Q=\lambda\Delta_Qu_Q$, so $u_Q=-(\lambda\Delta_Q+W_{QQ})^{-1}W_{Q\mu}$. The $\mu$ row reads $-\delta-W_{\mu Q}u_Q=\lambda\Delta_\mu$, which becomes

$$\lambda\Delta_\mu=-\delta+W_{\mu Q}(\lambda\Delta_Q+W_{QQ})^{-1}W_{Q\mu}.$$

When $|\lambda\Delta_Q|$ is large against $W_{QQ}$, the last term is $\sum_\nu W_{\mu\nu}W_{\nu\mu}/\lambda\Delta_\nu$ to leading order. Inserting $\lambda=-\delta/\Delta_\mu$ in it and dividing by $\Delta_\mu$ gives

$$\lambda\approx-\frac{\delta}{\Delta_\mu}\Big[1+\Delta_\mu\sum_{\nu\in Q}\frac{W_{\mu\nu}W_{\nu\mu}}{\delta^2\Delta_\nu}\Big].$$

As $\Delta_\mu\to0$ the correction vanishes and $u_Q$ falls like $1/\lambda$, so the unstable direction is one amplitude. This needs the other denominators to stay finite. A sufficiently dense basis can put more than one member of $R$ inside the window, and then the whole block $G_{RR}$ must be examined.

## Damping, level shift and Newton's method

The damped update $t\leftarrow t-\omega\Delta^{-1}r$ has $G_\omega=1-\omega(1-G)$ and eigenvalues $\lambda_\omega=1-\omega(1-\lambda)$. For real $\lambda<1$ the condition $\lambda_\omega>-1$ is $\omega<2/(1-\lambda)$, so a spectrum that is real and below $+1$ can be made stable. For real $\lambda>1$ and any $\omega>0$, $\lambda_\omega=1+\omega(\lambda-1)>1$. Damping cures the half-window with $\Delta<0$ and cannot cure the other. It also slows the modes with $0<\lambda<1$, whose distance from 1 shrinks by the factor $\omega$.

A uniform level shift replaces $\Delta$ by $\Delta+\kappa$. In the one-amplitude model stability needs $\sigma\Omega/(\Delta+\kappa)>0$, so for $A<0$ the shifted denominator must be negative, and a positive $\kappa$ pushes it the wrong way. For $\kappa$ much larger than all denominators $G\to1-J/\kappa$, and each negative eigenvalue of $J$ gives $\lambda>1$. A core-hole state has such eigenvalues because it has states beneath it. In the example below, at $\Delta=-0.157$ and $+0.200$ hartree, none of $\kappa=-0.5$, $-0.2$, $0.1$, $0.5$, $2$ and $20$ hartree brings the spectral radius below one. A negative shift can work in a narrow range, where $\Delta+\kappa$ is negative enough while the smallest positive denominator in $K$, about $0.68$ hartree, is not pushed too close to zero. At $\Delta=-0.157$ hartree, $\kappa=-0.35$ hartree gives $\rho=0.795$ and reaches the full root from $t=0$ in 74 steps, while $-0.25$ and $-0.4$ hartree give $\rho=1.11$ and $1.02$. At $\Delta=+0.200$ hartree, $\kappa=-0.5$ hartree alone is unstable but brings the real parts of all eigenvalues below $0.8$, and adding damping with $\omega=0.6$ reaches the full root in 123 steps. The useful $\kappa$ has to be tuned to the basis.

Newton's method, $t\leftarrow t-J^{-1}r$, has $G=0$ at a root with nonsingular $J$ and does not involve $\Delta$. It reaches the full root inside the window from a close starting point. Extrapolation over several stored iterates (DIIS) is not covered by the one-step analysis above. In the example below, with six stored iterates and from $t=0$, it reaches the full root at $\Delta=-0.476$, $-0.157$, $+0.200$ and $+0.602$ hartree, on both sides of $\Delta=0$. Whether that root is the better answer depends on the energy carried by $R$.

## The removal algorithm and the energy it leaves out

1. Converge the self-consistent field with the hole held in $h$.
2. List $R$, all doubles with both emptied orbitals in the valence shell and $h$ among the filled ones.
3. Iterate the Jacobi update on $K$ with $t_R=0$, ignoring $r_R$.

The iteration matrix is now $1-\Delta_K^{-1}J_{KK}$, which contains no $1/\Delta_\mu$ for $\mu$ in $R$. Stability is restored if $K$ holds no unstable mode of its own, which must be checked case by case. The single $j\to h$ stays in $K$: its state lies below the core-hole state, but its denominator $\varepsilon_h-\varepsilon_j$ is negative as well and large.

At the truncated root $r_K=0$, $r_R\ne0$, and all singles residuals vanish. One Newton step towards the full root solves $J\,\delta t=-r$:

$$J_{KK}\delta t_K+J_{KR}\delta t_R=0,\qquad J_{RK}\delta t_K+J_{RR}\delta t_R=-r_R .$$

The first gives $\delta t_K=-J_{KK}^{-1}J_{KR}\delta t_R$, and the second then gives $S\,\delta t_R=-r_R$ with $S=J_{RR}-J_{RK}J_{KK}^{-1}J_{KR}$. The energy changes by $\eta_K\delta t_K+\eta_R\delta t_R=\tilde\eta\,\delta t_R$ with $\tilde\eta=\eta_R-\eta_KJ_{KK}^{-1}J_{KR}$. Diagonalizing $S=\sum_ks_ku_kv_k$, with right vectors $u_k$, left vectors $v_k$ and $v_ku_l=\delta_{kl}$,

$$E_{\rm full}-E_{\rm trunc}\approx-\tilde\eta S^{-1}r_R=-\sum_k\frac{g_k}{s_k},\qquad g_k=(\tilde\eta u_k)(v_kr_R).$$

Here $s_k$ is the CCSD-level approximation to the energy of a decayed pseudostate (ion with refilled core plus an electron in a discretized continuum level) relative to the core-hole state, and $g_k$ is a squared coupling dressed by the amplitudes in $K$. No $\Delta$ appears. For $g_k>0$, states below ($s_k<0$) push the energy up and states above push it down. Terms quadratic in $\delta t$ are dropped. In the one-amplitude model $s=A$, $g=V^2$, and the closed form

$$Vt_c=\tfrac12\big(s-\sigma\sqrt{s^2+4g}\big)=-\frac gs\Big(1-\frac g{s^2}+\dots\Big)$$

shows a relative error $g/s^2\approx t_c^2$. The pole of the linear formula at $s=0$ is an avoided crossing in the full equations, where the shift saturates at $\pm\sqrt g$ and changes sign. The full finite-basis energy thus depends on where the basis happens to put one pseudostate, and the difference from it in a single basis is not a measure of the physical error.

A measure that does not depend on that position comes from averaging over it. Take $s$ exponents $\alpha_0\beta^{k+x}$. For an unbounded sequence the sets at $x$ and $x+1$ coincide, so $s_k(x+1)=s_{k+1}(x)$, and all levels are pieces of one curve $s(y)$ with $y=k+x$. Give the core-hole energy a small imaginary part, $E\to E+i\gamma$, which turns $s_k$ into $s_k-i\gamma$, and average over one period:

$$\Sigma(\gamma)=-\int_0^1\!dx\sum_k\frac{g_k}{s_k-i\gamma}=-\int\!ds\,\frac{w(s)}{s-i\gamma},\qquad w=\frac{g}{ds/dy}.$$

Since $1/(s-i\gamma)=(s+i\gamma)/(s^2+\gamma^2)$ tends to the principal value of $1/s$ plus $i\pi\delta(s)$,

$$\Sigma(0^+)=-\mathrm P\!\!\int\frac{w(s)}{s}\,ds-i\pi w(0).$$

If $w$ represents the coupling density of the true continuum, the real part is the level shift and the imaginary part is $-\Gamma/2$, with the golden-rule width $\Gamma=2\pi w(0)$ and lifetime $\hbar/\Gamma$, as $|e^{-i\Sigma t'/\hbar}|^2=e^{-\Gamma t'/\hbar}$ at time $t'$. That identification is an assumption for a coarse basis. Under it, the error of removal in the resonance position is the real part, a principal-value integral in which states above and below partly cancel.

The plain update fails when an Auger-like double has a denominator small against its Coulomb shift, damping repairs only one half of that window, and the energy lost on removing these doubles is, to first order, a sum over decayed pseudostates whose basis average gives a level shift and width if they represent the continuum. It remains to test these results on 1s-ionized beryllium and to turn them into a choice of remedy.
